\section*{Why the matrix S⁻¹H is self-adjoint in the overlap inner product}

\section{The objection and the inner product}

\noindent Q: In a non-orthogonal basis I have to solve $Hc=\varepsilon Sc$. To use an iterative method I want one matrix to multiply with, so I write $Ac=\varepsilon c$ with $A=S^{-1}H$. But $A$ is not symmetric. Real eigenvalues, orthogonal eigenvectors, Chebyshev filtering and the Lanczos recurrence all belong to symmetric matrices, so I have lost them.

\medskip\noindent A: You are right that $A$ is not symmetric, and we can see exactly when it is. Take $N$ linearly independent functions $g_i$, with $S_{ij}=\langle g_i|g_j\rangle$ and $H_{ij}=\langle g_i|\hat H|g_j\rangle$. Both matrices are Hermitian (symmetric, if real), and I use Hartree atomic units. Taking the adjoint of $SS^{-1}=1$ gives $(S^{-1})^\dagger S=1$, so $S^{-1}$ is Hermitian too, and $A^\dagger=HS^{-1}$. Inserting $SS^{-1}$ on the right of the first term and $S^{-1}S$ on the left of the second,
\begin{equation}
A-A^\dagger=S^{-1}H-HS^{-1}=S^{-1}(HS-SH)S^{-1}.
\end{equation}
So $A$ is Hermitian if and only if $H$ and $S$ commute, as they do in an orthonormal basis, where $S=1$. But $A=A^\dagger$ says that $x^\dagger(Ay)=(Ax)^\dagger y$ for all $x,y$, which is a statement about the dot product of coefficient vectors, and that product is not the overlap of the states. For $\psi=\sum_i x_ig_i$ and $\phi=\sum_j y_jg_j$,
\begin{equation}
\langle\psi|\phi\rangle=\sum_{ij}x_i^*S_{ij}y_j=x^\dagger Sy\equiv(x,y)_S .
\end{equation}
Since $(x,x)_S=\langle\psi|\psi\rangle$, and independent functions give $\psi=0$ only for $x=0$, $S$ is positive definite and $\|x\|_S=\sqrt{(x,x)_S}$ is a norm.

\medskip\noindent Q: And what does $A$ stand for?

\medskip\noindent A: It is $\hat H$ followed by projection on the basis. The best approximation $\sum_j a_jg_j$ to $\hat H\psi$ leaves a remainder orthogonal to every $g_i$: $\langle g_i|\hat H\psi\rangle-\sum_jS_{ij}a_j=0$, that is $Sa=Hx$ and $a=Ax$. In the physical inner product,
\begin{align}
(x,Ay)_S&=x^\dagger SS^{-1}Hy=x^\dagger Hy,\\
(Ax,y)_S&=(S^{-1}Hx)^\dagger Sy=x^\dagger HS^{-1}Sy=x^\dagger Hy .
\end{align}
The two lines agree, so
\begin{equation}
(x,Ay)_S=(Ax,y)_S . \label{eq:sa}
\end{equation}
$A$ is self-adjoint in the $S$ inner product.

\section{Eigenvalues and eigenvectors}

\noindent Q: Show me that this forces real eigenvalues.

\medskip\noindent A: Let $Ac=\varepsilon c$ with $c\neq0$ and put $x=y=c$ in (\ref{eq:sa}). The product is linear in its second argument and antilinear in its first, so the left side is $\varepsilon(c,c)_S$, the right side is $\varepsilon^*(c,c)_S$, and
\begin{equation}
(\varepsilon-\varepsilon^*)\,c^\dagger Sc=0. \label{eq:real}
\end{equation}
Because $c^\dagger Sc>0$, $\varepsilon=\varepsilon^*$. With $x=c_i$, $y=c_j$ and real eigenvalues the same step gives $(\varepsilon_j-\varepsilon_i)\,c_i^\dagger Sc_j=0$, so eigenvectors of different eigenvalues are $S$-orthogonal. Also $A^\dagger(Sc_i)=HS^{-1}Sc_i=Hc_i=\varepsilon_iSc_i$: the left eigenvectors are $Sc_i$, which are parallel to $c_i$ only when $c_i$ is also an eigenvector of $S$.

\medskip\noindent Q: A non-symmetric matrix can have fewer than $N$ eigenvectors.

\medskip\noindent A: This one cannot. Factor $S=LL^\dagger$ with $L$ invertible. Such a factor exists, since $S=U\Lambda U^\dagger$ with positive $\Lambda$ gives $L=U\Lambda^{1/2}$; the Cholesky factor is the triangular choice. Write $L^{-\dagger}=(L^\dagger)^{-1}$, so that $S^{-1}=L^{-\dagger}L^{-1}$. Then
\begin{equation}
B=L^\dagger AL^{-\dagger}=L^\dagger L^{-\dagger}L^{-1}HL^{-\dagger}=L^{-1}HL^{-\dagger}=B^\dagger .
\end{equation}
The Hermitian matrix $B$ has $N$ orthonormal eigenvectors $z_i$. The vectors $c_i=L^{-\dagger}z_i$ satisfy $Ac_i=L^{-\dagger}Bz_i=\varepsilon_ic_i$ and $c_i^\dagger Sc_j=z_i^\dagger L^{-1}LL^\dagger L^{-\dagger}z_j=\delta_{ij}$, for degenerate levels too. Every vector expands as $v=\sum_i\gamma_ic_i$ with $\gamma_i=(c_i,v)_S$, and for any polynomial $p$
\begin{equation}
p(A)v=\sum_ip(\varepsilon_i)\gamma_ic_i,\qquad \|p(A)v\|_S^2=\sum_i|p(\varepsilon_i)|^2|\gamma_i|^2. \label{eq:spec}
\end{equation}
Order the levels as $\varepsilon_0\le\varepsilon_1\le\dots\le\varepsilon_{\max}$. The Rayleigh quotient
\begin{equation}
R(v)=\frac{(v,Av)_S}{(v,v)_S}=\frac{v^\dagger Hv}{v^\dagger Sv}=\frac{\sum_i\varepsilon_i|\gamma_i|^2}{\sum_i|\gamma_i|^2}
\end{equation}
is a weighted mean of eigenvalues, so $\varepsilon_0\le R(v)\le\varepsilon_{\max}$.

\medskip\noindent Q: Is the variational bound kept if I use $x^TAx/x^Tx$?

\medskip\noindent A: No. Take real matrices and vectors and a non-degenerate $\varepsilon_0$. A number equals its transpose, so $x^TAx=x^TA_sx$ with $A_s=(A+A^T)/2$, and the minimum of the quotient is the lowest eigenvalue of $A_s$. The choice $x=c_0$ gives $\varepsilon_0$, so the minimum is at most $\varepsilon_0$. If it were equal, $c_0$ would be a minimizer, hence $A_sc_0=\varepsilon_0c_0$ and $A^Tc_0=2A_sc_0-Ac_0=\varepsilon_0c_0$. But $\varepsilon_0$ is a simple eigenvalue of $A^T$ with eigenvector $Sc_0$, so $Sc_0\propto c_0$. Unless that holds, the Euclidean quotient reaches strictly below $\varepsilon_0$.

\section{Two orbitals by hand}

\noindent Q: A real $2\times2$ matrix whose off-diagonal elements have opposite signs looks like a rotation, and rotations have complex eigenvalues. Can $A$ have that form?

\medskip\noindent A: It can. For two normalized real orbitals with overlap $s$,
\begin{equation}
A=\frac{1}{1-s^2}\begin{pmatrix}1&-s\\-s&1\end{pmatrix}\begin{pmatrix}h_{11}&h_{12}\\h_{12}&h_{22}\end{pmatrix}
=\frac{1}{1-s^2}\begin{pmatrix}h_{11}-sh_{12}&h_{12}-sh_{22}\\h_{12}-sh_{11}&h_{22}-sh_{12}\end{pmatrix}.
\end{equation}
The eigenvalues are $\tfrac12\operatorname{tr}A\pm\tfrac12\sqrt D$ with $D=(\operatorname{tr}A)^2-4\det A=(A_{11}-A_{22})^2+4A_{12}A_{21}$. Set $\Delta=h_{11}-h_{22}$ and $u=h_{12}-s(h_{11}+h_{22})/2$. Then $h_{12}-sh_{22}=u+s\Delta/2$ and $h_{12}-sh_{11}=u-s\Delta/2$, whose product is $u^2-s^2\Delta^2/4$, so
\begin{equation}
D=\frac{\Delta^2+4u^2-s^2\Delta^2}{(1-s^2)^2}=\frac{\Delta^2(1-s^2)+4u^2}{(1-s^2)^2}.
\end{equation}
The off-diagonal elements have opposite signs when $|u|<|s\Delta|/2$, and still $D\ge0$ for $|s|<1$. The negative term $-s^2\Delta^2$ from the off-diagonal product cannot outweigh the $\Delta^2$ from the diagonal.

Take the model values $h_{11}=-1.0$, $h_{22}=-0.5$, $h_{12}=-0.3$ Ha and $s=0.4$, for which $1-s^2=0.84$, $\Delta=-0.5$ Ha and $u=-0.3+0.3=0$:
\begin{equation}
A=\frac{1}{0.84}\begin{pmatrix}-1.0+0.12&-0.3+0.2\\-0.3+0.4&-0.5+0.12\end{pmatrix}
=\begin{pmatrix}-1.047619&-0.119048\\0.119048&-0.452381\end{pmatrix}\text{Ha}.
\end{equation}
Here $D=0.25/0.84=0.297619$ Ha$^2$ and half the trace is $-0.75$ Ha, so $\varepsilon=-0.75\mp0.272772$, that is $\varepsilon_0=-1.022772$ Ha ($-27.831$ eV) and $\varepsilon_1=-0.477228$ Ha ($-12.986$ eV). The $S$-normalized eigenvectors are $c_0=(1.068074,-0.222920)$ and $c_1=(0.222920,-1.068074)$. Their dot product is $2\times1.068074\times0.222920=0.47619$. The $S$ product adds $s$ times the cross terms, $0.4\times(-1.068074^2-0.222920^2)=-0.47619$, and vanishes. For $e_1=(1,0)$ the Euclidean quotient is $A_{11}=-1.047619$ Ha, below $\varepsilon_0$, while $R(e_1)=h_{11}=-1.0$ Ha lies above it.

\medskip\noindent Q: Your $D$ can turn negative for $|s|>1$.

\medskip\noindent A: Then $S$, with eigenvalues $1\pm s$, is indefinite. Equation (\ref{eq:sa}) still holds, but (\ref{eq:real}) can be satisfied by $c^\dagger Sc=0$ with complex $\varepsilon$. The formal choice $s=1.2$, $h_{12}=-0.9$ Ha keeps $u=0$. It gives $S$ the eigenvalues $-0.20$ and $2.20$, and $D=0.25/(1-1.44)<0$, so $\varepsilon=-0.75\pm0.376889\,i$ Ha. The Cauchy--Schwarz inequality gives $|s|<1$ for independent normalized functions, so a true overlap matrix is never of this kind. The argument needs self-adjointness in a positive definite product. The product may come from either matrix: if $H$ is positive definite and $S$ only Hermitian and invertible, the same proof with the roles exchanged makes the eigenvalues $1/\varepsilon$ of $H^{-1}S$ real. As $|s|\to1$ the basis becomes dependent. The eigenvalues stay real up to the limit, where $A$ ceases to exist, but a computed $S$ whose smallest eigenvalue is no larger than its numerical errors may be indefinite, and then the proof no longer covers it.

\section{Chebyshev polynomials of $A$}

\noindent Q: Real eigenvalues do not stop $T_k(A)v$ from growing when the eigenvectors are skewed.

\medskip\noindent A: Real eigenvalues alone do not. What limits the growth here is the complete $S$-orthonormal set of eigenvectors behind (\ref{eq:spec}), which a positive definite $S$ guarantees. Map an interval $[a,b]$ to $[-1,1]$ by $\bar A=(A-\sigma)/\eta$, with $\sigma=(a+b)/2$ and $\eta=(b-a)/2$, so that the eigenvalues become $t_i=(\varepsilon_i-\sigma)/\eta$. The polynomials obey $T_0=1$, $T_1=t$, $T_{k+1}=2tT_k-T_{k-1}$, so $y_k=T_k(\bar A)v$ follows from
\begin{equation}
y_0=v,\qquad y_1=\bar Av,\qquad y_{k+1}=2\bar Ay_k-y_{k-1}.
\end{equation}
No inner product appears, so the recurrence needs no change. Let $\lambda_\pm=t\pm\sqrt{t^2-1}$ be the roots of $\lambda^2=2t\lambda-1$. Multiplying that equation by $\lambda^{k-1}$ shows that each $\lambda_\pm^k$ obeys the recurrence, and $\tfrac12(\lambda_+^k+\lambda_-^k)$ equals $1$ and $t$ at $k=0,1$, so it is $T_k(t)$. For $t=\cos\varphi$ the roots are $e^{\pm i\varphi}$ and $T_k=\cos k\varphi$, bounded by one. For $t=-\cosh\chi<-1$ they are $-e^{\mp\chi}$ and $T_k=(-1)^k\cosh k\chi$.

Define $\|M\|_S$ as the maximum of $\|Mv\|_S/\|v\|_S$. By (\ref{eq:spec}) the squared ratio is a weighted mean of the $|T_k(t_i)|^2$, and $v=c_i$ reaches any one of them, so
\begin{equation}
\|T_k(\bar A)\|_S=\max_i|T_k(t_i)|\le1 \quad\text{if all }\varepsilon_i\in[a,b].
\end{equation}
The skewness enters only the Euclidean norm. Expanding in eigenvectors of $S$ gives $\lambda_{\min}\|x\|_2^2\le\|x\|_S^2\le\lambda_{\max}\|x\|_2^2$, where $\lambda_{\min}$ and $\lambda_{\max}$ are the extreme eigenvalues of $S$. Using the left inequality for $y_k$ and the right one for $v$,
\begin{equation}
\|y_k\|_2\le\frac{\|y_k\|_S}{\sqrt{\lambda_{\min}}}\le\frac{\|v\|_S}{\sqrt{\lambda_{\min}}}\le\sqrt\kappa\,\|v\|_2,\qquad\kappa=\frac{\lambda_{\max}}{\lambda_{\min}} .
\end{equation}
The bound does not depend on $k$. It is one for $S=1$ and weakens as the basis approaches dependence.

In the two-orbital model with $[a,b]=[-1.25,-0.25]$ Ha, $\sigma=-0.75$ Ha and $\eta=0.5$ Ha, so the two $t_i$ are opposite numbers. $T_{50}$ is even, hence $T_{50}(\bar A)$ is a multiple of the unit matrix and skewness plays no part. Its norm is $0.8378$ for $s=0.4$, below $\sqrt\kappa=\sqrt{1.4/0.6}=1.5275$. For $s=1.2$, $t=\pm i\tau$ with $\tau=0.376889/0.5=0.753778$, the larger root has modulus $\tau+\sqrt{1+\tau^2}=2.00605$, and $\tfrac12\times2.00605^{50}=6.55\times10^{14}$ is the computed norm. Here complex eigenvalues give exponential growth. An indefinite $S$ can also give growth with real eigenvalues. The formal choice $s=1.25$, $h_{12}=-0.75$ Ha has $u=0.1875$ Ha and $\Delta^2(1-s^2)+4u^2=-0.140625+0.140625=0$, so $D=0$ and $\varepsilon=\tfrac12\operatorname{tr}A=-\tfrac13$ Ha is a double eigenvalue, with $t=\tfrac56$ inside $[-1,1]$. Then $\bar A=t+W$ with $W\neq0$ because $A_{12}\neq0$, and $W^2=0$ by the Cayley--Hamilton theorem. Hence $T_k(\bar A)=T_k(t)+T_k'(t)W$, and $T_k'(\cos\varphi)=k\sin k\varphi/\sin\varphi$ has an envelope that grows linearly in $k$.

\medskip\noindent Q: And the rate at which a filter picks out the ground state?

\medskip\noindent A: Choose $\varepsilon_0<a\le\varepsilon_1$ and $b\ge\varepsilon_{\max}$, and assume $\gamma_0\neq0$. Then $t_0<-1$ and all other $|t_i|\le1$. Let $\vartheta_k$ be the angle between $y_k$ and $c_0$ in the $S$ product, and $\chi_0=\operatorname{arccosh}|t_0|$. From (\ref{eq:spec}),
\begin{equation}
\tan^2\vartheta_k=\frac{\sum_{i\ge1}T_k(t_i)^2|\gamma_i|^2}{T_k(t_0)^2|\gamma_0|^2}\le\frac{\tan^2\vartheta_0}{\cosh^2k\chi_0}. \label{eq:tan}
\end{equation}
With $\gamma_i'=T_k(t_i)\gamma_i$, the term $i=0$ drops out of the numerator of the energy error; bounding each $\varepsilon_i-\varepsilon_0$ from above and keeping only $|\gamma_0'|^2$ in the denominator,
\begin{equation}
R(y_k)-\varepsilon_0=\frac{\sum_{i\ge1}(\varepsilon_i-\varepsilon_0)|\gamma_i'|^2}{\sum_i|\gamma_i'|^2}\le(\varepsilon_{\max}-\varepsilon_0)\tan^2\vartheta_k. \label{eq:en}
\end{equation}
Neither bound contains $\kappa$ explicitly; the basis still enters through $\varepsilon_{\max}$, hence $b$ and $\chi_0$, and through $\vartheta_0$. If $b<\varepsilon_{\max}$, the top states have $t_i>1$ and are amplified as well, for symmetric matrices just as here.

\section{Lanczos}

\noindent Q: Lanczos does use inner products. Why would three terms be enough?

\medskip\noindent A: Work in exact arithmetic. Let $\mathcal K_m$ be the span of $v,Av,\dots,A^{m-1}v$, and $q_1=v/\|v\|_S$. Suppose $q_1,\dots,q_j$ are $S$-orthonormal and $q_1,\dots,q_i$ span $\mathcal K_i$ for each $i\le j$. Gram--Schmidt defines the next vector by
\begin{equation}
\beta_jq_{j+1}=Aq_j-\sum_{i\le j}(q_i,Aq_j)_S\,q_i,
\end{equation}
with $\beta_j\ge0$ the $S$ norm of the right side. By (\ref{eq:sa}), $(q_i,Aq_j)_S=(Aq_i,q_j)_S$, and $Aq_i$ is a combination of $q_1,\dots,q_{i+1}$. For $i<j-1$ all of these are orthogonal to $q_j$ and the coefficient vanishes. For $i=j-1$ only the part $\beta_{j-1}q_j$ of $Aq_{j-1}$ survives, and the coefficient is $\beta_{j-1}$. For $i=j$ it is $\alpha_j=q_j^\dagger Hq_j$, which is real. Therefore, with $\beta_0=0$,
\begin{equation}
\beta_jq_{j+1}=Aq_j-\alpha_jq_j-\beta_{j-1}q_{j-1}. \label{eq:lan}
\end{equation}
With $Q=(q_1,\dots,q_m)$ this means $Q^\dagger SQ=1$ and $Q^\dagger HQ=J$, a real symmetric tridiagonal matrix with $\alpha_j$ on the diagonal and $\beta_j$ beside it. There cannot be $N+1$ orthonormal vectors, so some $\beta_m$ with $m\le N$ vanishes. Then $AQ=QJ$, and each eigenvalue of $J$ is an eigenvalue of $A$.

Before that, any $x\in\mathcal K_m$ is $Qy$, with $R(Qy)=y^\dagger Jy/y^\dagger y$. The lowest eigenvalue $\mu_m$ of $J$, the lowest Ritz value, is thus the minimum of $R$ over $\mathcal K_m$. It is at least $\varepsilon_0$, it cannot rise with $m$ because the spaces are nested, and since $y_k\in\mathcal K_{k+1}$,
\begin{equation}
\varepsilon_0\le\mu_{k+1}\le R(y_k). \label{eq:ritz}
\end{equation}
$A$ need not be formed: $w=Aq$ is the solution of $Sw=Hq$, for instance with the Cholesky factor.

For the two orbitals from $q_1=e_1$: $\alpha_1=h_{11}=-1.0$ Ha and $Ae_1-\alpha_1e_1=(-0.047619,0.119048)$. Its squared $S$ norm is $0.047619^2+0.119048^2-2\times0.4\times0.047619\times0.119048=0.011905$, so $\beta_1=0.109109$ Ha. Since $J$ is similar to $A$ at $m=N$, the traces agree and $\alpha_2=-1.5+1.0=-0.5$ Ha. The eigenvalues $-0.75\mp\sqrt{0.25^2+0.011905}=-0.75\mp0.27277$ Ha are the exact ones, and $\beta_2$ is zero to rounding.

\medskip\noindent Q: What if I run (\ref{eq:lan}) on $A$ with the plain dot product?

\medskip\noindent A: There your suspicion is justified. Let $u_1,u_2,\dots$ be real vectors, orthonormal in the dot product, with $u_1,\dots,u_i$ spanning $\mathcal K_i$. Then $u_i^TAu_j=(A^Tu_i)^Tu_j$, and nothing places $A^Tu_i$ in $\mathcal K_{i+1}$. Full orthogonalization, the Arnoldi method, then gives a matrix whose elements above the first superdiagonal need not vanish. If you keep three terms anyway, orthogonality fails at the third vector unless $q_1^T(A-A^T)q_2$ happens to vanish. With $q_1^Tq_2=0$ and $\beta_1=q_2^TAq_1=q_1^TA^Tq_2$,
\begin{equation}
\beta_2\,q_1^Tq_3=q_1^TAq_2-\beta_1=q_1^T(A-A^T)q_2 .
\end{equation}
In the model, $q_1=e_1$, $\alpha_1=A_{11}$, $\beta_1=A_{21}=0.119048$ Ha, $q_2=e_2$ and $\alpha_2=A_{22}$. $J$ carries $A_{21}$ in both corners, where $A$ has $A_{12}=-A_{21}$ in one. Its eigenvalues are $-0.75\mp\sqrt{0.297619^2+0.119048^2}$, that is $-1.070546$ and $-0.429454$ Ha; the first lies $0.048$ Ha below $\varepsilon_0$. The remainder $(A_{12}-\beta_1)e_1$ gives $\beta_2=0.238095$ Ha and not zero.

\section{A larger case}

\noindent Q: Two orbitals do not test convergence.

\medskip\noindent A: Take the oscillator $\hat H=-\tfrac12\,d^2/dx^2+\tfrac12x^2$, with exact levels $n+\tfrac12$ Ha, in $N=41$ functions $g_i=(2\zeta/\pi)^{1/4}e^{-\zeta(x-x_i)^2}$. The exponent is $\zeta=4$ bohr$^{-2}$ (\texttt{alpha} in the program) and the centres are $0.5$ bohr apart, symmetric about the origin, from $-10$ to $10$ bohr. Put $r=x_i-x_j$, $X=(x_i+x_j)/2$, $\xi=x-X$. Then $x-x_i=\xi-r/2$ and $x-x_j=\xi+r/2$, the squares add to $2\xi^2+r^2/2$, and
\begin{equation}
g_ig_j=e^{-\zeta r^2/2}\,\sqrt{2\zeta/\pi}\,e^{-2\zeta\xi^2}.
\end{equation}
The last two factors form a normalized Gaussian with $\langle\xi\rangle=0$ and $\langle\xi^2\rangle=1/(4\zeta)$, so $S_{ij}=e^{-\zeta r^2/2}$. After integration by parts the kinetic element is $\tfrac12\int g_i'g_j'\,dx$, with $g_i'g_j'=4\zeta^2(\xi^2-r^2/4)g_ig_j$, and the potential uses $x^2=X^2+2X\xi+\xi^2$:
\begin{equation}
H_{ij}=\Big[2\zeta^2\Big(\frac{1}{4\zeta}-\frac{r^2}{4}\Big)+\frac12\Big(X^2+\frac{1}{4\zeta}\Big)\Big]S_{ij}
=\Big[\frac\zeta2(1-\zeta r^2)+\frac12\Big(X^2+\frac1{4\zeta}\Big)\Big]S_{ij}.
\end{equation}
Neighbours overlap by $e^{-0.5}=0.606531$, and $\kappa=67.59$. The asymmetry is $\|A-A^T\|_2/\|A\|_2=0.148$; the first off-diagonal pair, at the edge of the grid, is $-1.713$ and $-5.359$ Ha. A general non-symmetric eigensolver still returns real eigenvalues, which agree with the symmetric generalized solver: $0.50000381$, $1.50002014$, $2.50007060$ Ha, up to $\varepsilon_{\max}=57.57$ Ha. The lowest, $13.6058$ eV, exceeds the exact $0.5$ Ha by a basis error of $3.8\times10^{-6}$ Ha. The Euclidean cosine between $c_0$ and $c_2$ is $0.088$ in magnitude, and the Euclidean quotient reaches $0.496082$ Ha, below even the exact level. On $[0,60]$ Ha with $k\le100$, the largest $\|T_k\|_S$ is $1.000000$ to the digits shown and the largest $\|T_k\|_2$ is $6.87$, above one and below the bound $\sqrt\kappa=8.22$.

For the filter take $v_i=1+x_i/(20\ \text{bohr})$, with $\tan\vartheta_0=2.2714$, and $[a,b]=[1.5,60]$ Ha; $b$ is the directly computed $\varepsilon_{\max}$ rounded up. Then $t_0=(0.500004-30.75)/29.25=-1.034188$ and $\chi_0=0.26075$. At $k=10$, $\cosh2.6075=6.819$, and (\ref{eq:tan}) gives the bound $2.2714/6.819=0.333$, against the actual $0.237$. Energy errors below are in Ha and relative to $\varepsilon_0$ of this basis; the last two columns are $\mu_{k+1}-\varepsilon_0$ from the three-term recurrence with each product.
\begin{center}
\begin{tabular}{rccccc}
$k$&$\tan\vartheta_k$&bound&$R(y_k)-\varepsilon_0$&$S$&dot\\
10&$0.237$&$0.333$&$1.11$&$2.1\times10^{-2}$&$-5.0$\\
20&$1.85\times10^{-2}$&$2.47\times10^{-2}$&$8.0\times10^{-3}$&$6.0\times10^{-6}$&$-51$\\
30&$1.09\times10^{-3}$&$1.82\times10^{-3}$&$3.2\times10^{-5}$&$3\times10^{-11}$&$-110$
\end{tabular}
\end{center}
At $k=30$, (\ref{eq:en}) allows $57.07\times(1.086\times10^{-3})^2=6.7\times10^{-5}$ Ha, about twice the actual error. At $k=60$ the filter error is about $3\times10^{-12}$ Ha. The $S$-Lanczos values lie between zero and the filter errors, as (\ref{eq:ritz}) demands, and the error at 31 steps is far below the basis error. At $m=11$ the largest element of $Q^TSQ-1$ is $6\times10^{-15}$, while the dot-product recurrence has $0.76$ in $Q^TQ-1$. The largest element beyond the tridiagonal band is $4\times10^{-13}$ Ha for $Q^THQ$ and $2.0$ Ha for Arnoldi. In floating point the three-term recurrence loses orthogonality in long runs, for Hermitian matrices as well, so the check at $m=11$ makes no claim about those.

\medskip\noindent Q: The last column does more than converge slowly. It moves away.

\medskip\noindent A: Yes. In this run the lowest value falls from $5$ to $110$ Ha below a spectrum that begins at $0.5$ Ha. It is also far below the minimum Euclidean quotient, which is possible because this $J$ is not a projection of $A$ on orthonormal vectors. The lowest value cannot rise with $m$, because each $J$ is the leading block of the next and the minimum of $y^TJy/y^Ty$ is taken over a larger space. I have not derived the size of the error, and these values are printed and not tested; I claim only that the variational bound is gone. The Krylov space itself is sound. The Arnoldi vectors $U$ span the same $\mathcal K_{11}$, and the small problem with $U^THU$ and $U^TSU$ returns the $S$-Lanczos Ritz values.

\medskip\noindent Q: So I may keep my matrix $S^{-1}H$ and must change my dot products.

\medskip\noindent A: Yes, if you want the guarantees of the symmetric case. The three-term recurrence, the variational bound and the filter bounds hold when every norm, angle, projection and quotient takes $x^\dagger Sy$, with $S$ positive definite. The Chebyshev recurrence itself contains no product, and Arnoldi with the plain dot product still builds the same Krylov space; it gives up the tridiagonal form, and the guaranteed bound too unless the small problem is solved with $U^THU$ and $U^TSU$. The numerical check tests (\ref{eq:sa}), the real spectrum and the termination of (\ref{eq:lan}) on a random complex $6\times6$ pair, checks the Gaussian matrix elements by quadrature and the projection meaning of $A$ by a least-squares fit, and tests the norm relations and bounds on the oscillator.

\section*{Values computed for the example and the checks}
\begin{verbatim}
(a) h11,h22,h12 = -1.0 -0.5 -0.3 Ha, s = 0.4, 1-s^2 = 0.84
A rows (Ha): -1.047619 -0.119048 | 0.119048 -0.452381
discriminant = 0.297619 Ha^2
eps (Ha): -1.022772 -0.477228 ; (eV): -27.831 -12.986
c0: 1.068074 -0.222920 ; c1: 0.222920 -1.068074
c0.c1 = 0.476190, |c0 S c1| = 6e-17
quotient of e1: Euclid -1.047619 Ha, S -1.000000 Ha
S-Lanczos alpha: -1.000000 -0.500000 beta1 0.109109 beta2 2e-16 Ha
S-Lanczos Ritz (Ha): -1.022772 -0.477228
Euclid alpha: -1.047619 -0.452381 beta1,beta2: 0.119048 0.238095 Ha
Euclid Ritz (Ha): -1.070546 -0.429454
[a,b] = [-1.25,-0.25] Ha: ||T_50||_2 = 0.8378, sqrt(kappa) = 1.5275
formal s = 1.2, h12 = -0.9 Ha: eig(S) = -0.20 2.20
  eps = -0.750000 +- 0.376889 i Ha, ||T_50||_2 = 6.55e+14
(b) N = 41, spacing = 0.5 bohr, alpha = 4.0 bohr^-2, S_12 = 0.606531
kappa = 67.59, sqrt(kappa) = 8.221, ||A-A^T||/||A|| = 0.1484
A[0,1], A[1,0] = -1.71255 -5.35908 Ha; max|Im eig(A)| = 0e+00 Ha
eps0..2 (Ha): 0.50000381 1.50002014 2.50007060 ; eps_max = 57.5678 Ha
eps0 = 13.6058 eV; Euclid |cos(c0,c2)| = 0.0880
min Euclid quotient = 0.496082 Ha
[0,60] Ha, k<=100: max||T_k||_S = 1.000000, max||T_k||_2 = 6.8664
filter [a,b] = [1.5,60] Ha, t0 = -1.034188, arccosh|t0| = 0.26075, tan0 = 2.2714
Cheb k=10: |T_k(t0)| 6.819e+00 tan 2.374e-01 bound 3.331e-01 R-eps0 1.106e+00 Ha
  Lanczos m=11: Ritz-eps0  S 2.139e-02 Ha, Euclid -5.020e+00 Ha
Cheb k=20: |T_k(t0)| 9.201e+01 tan 1.851e-02 bound 2.469e-02 R-eps0 8.006e-03 Ha
  Lanczos m=21: Ritz-eps0  S 6.027e-06 Ha, Euclid -5.084e+01 Ha
Cheb k=30: |T_k(t0)| 1.248e+03 tan 1.086e-03 bound 1.820e-03 R-eps0 3.180e-05 Ha
  Lanczos m=31: Ritz-eps0  S 2.869e-11 Ha, Euclid -1.101e+02 Ha
Cheb k=60: |T_k(t0)| 3.115e+06 tan 4.550e-07 bound 7.292e-07 R-eps0 3.446e-12 Ha
S-Lanczos alpha1..3: 18.0349 27.0318 27.7167 beta1..3: 15.5879 13.6055 14.0654 Ha
m=11: max|Q^T S Q-1| = 6e-15, Euclid three-term max|Q^T Q-1| = 0.7642
m=11: largest element beyond tridiagonal: S 4e-13 Ha, Euclid Arnoldi 1.9983 Ha
\end{verbatim}
